# Examination question: self-heating of an activated conductor

A two-terminal element has a single uniform temperature $T$ and is ohmic at fixed $T$, so that $I=G(T)V$ with

$$G(T)=\frac{1}{R(T)}=G_\infty e^{-E_a/kT}. \tag{1}$$

$G_\infty$, $E_a>0$ and the thermal resistance $R_{th}$ to a bath at $T_0$ are constants. In the steady state

$$\Delta T\equiv T-T_0=R_{th}VI,\qquad V,I>0. \tag{2}$$

Write $\epsilon=kT_0/E_a$, $\theta=T/T_0$, $R_0=1/G_0=R(T_0)$. NDR means $dV/dI<0$ along the steady-state curve.

**(a)** Show that $V$ is a single-valued function of $I$ and find $dV/dI$ as a function of $T$.

**(b)** Find the condition on $E_a$ for NDR and the temperatures that bound it. How many steady states exist at a given $V$?

**(c)** Examine the estimate $\Delta T\approx kT_0^2/E_a$ for the onset of NDR: give the exact relation, the expansion in $\epsilon$ and bounds on the ratio of exact to estimated rise. Find $G/G_0$ and $V$ at onset.

**(d)** The element has heat capacity $C$ and is driven by a source $V_s$ through a load $R_L$ whose heat does not reach the element. Electrical capacitance and inductance are neglected. Find which steady states are stable and where the terminal curve $V_s(I)$ turns.

**(e)** Derive $G(T)$ for a parabolic band with the Fermi level pinned at $E_a$ below the band edge, and repeat (b) for $G\propto T^m e^{-E_a/kT}$ with $m>-1$.

**(f)** Evaluate the results for the model parameters $T_0=300$ K, $E_a=0.30$ eV, $R_0=1$ MΩ, $R_{th}=10^7$ K/W, without load and with $R_L=10$ kΩ.

## Model answers

### (a) Differential resistance

The temperature serves as a parameter along the curve. Putting $I=V/R$ into (2) gives $\Delta T=R_{th}V^2/R$, and putting $V=RI$ gives $\Delta T=R_{th}RI^2$. Hence

$$V^2=\frac{\Delta T\,R(T)}{R_{th}},\qquad I^2=\frac{\Delta T}{R_{th}R(T)}. \tag{3}$$

From (1), $\ln R=-\ln G_\infty+E_a/kT$, so $d\ln R/dT=-E_a/kT^2$. Define

$$x=\frac{E_a\,\Delta T}{kT^2}\ge 0 .$$

Taking the logarithm of (3) and differentiating,

$$\frac{d\ln V^2}{dT}=\frac1{\Delta T}-\frac{E_a}{kT^2}=\frac{1-x}{\Delta T},\qquad \frac{d\ln I^2}{dT}=\frac1{\Delta T}+\frac{E_a}{kT^2}=\frac{1+x}{\Delta T}. \tag{4}$$

The second expression is positive. $I$ therefore rises strictly with $T$, from zero at $T_0$ to infinity as $T\to\infty$, where $R\to 1/G_\infty$ stays finite. Each current fixes one temperature and, through (3), one voltage. Dividing the two expressions gives $d\ln V/d\ln I=(1-x)/(1+x)$, and multiplying by $V/I=R$,

$$\frac{dV}{dI}=R\,\frac{1-x}{1+x}. \tag{5}$$

The quantity $x$ is the gain of the thermal feedback loop at fixed voltage. A small rise $\delta T$ raises the power $P=GV^2$ by $P(E_a/kT^2)\delta T$, which supports a rise $R_{th}P(E_a/kT^2)\delta T=x\,\delta T$ by (2). NDR is the condition $x>1$.

### (b) Existence

Write $x=(E_a/k)(T^{-1}-T_0T^{-2})$. Then

$$\frac{dx}{dT}=\frac{E_a}{k}\left(-\frac1{T^2}+\frac{2T_0}{T^3}\right)=\frac{E_a\,(2T_0-T)}{kT^3}.$$

So $x$ starts from zero at $T_0$, rises to a single maximum at $T=2T_0$ and falls towards zero as $E_a/kT$. The maximum is

$$x_{\max}=\frac{E_aT_0}{k(2T_0)^2}=\frac{E_a}{4kT_0}.$$

NDR on an interval exists if and only if $x_{\max}>1$, that is $E_a>4kT_0$. At $E_a=4kT_0$, $x$ touches 1 at $T=2T_0$ only, and $V(I)$ has a horizontal inflection there. The gain is bounded because the sensitivity $E_a/kT^2$ falls with heating, at large $T$ faster than $\Delta T$ grows. The criterion belongs to the model: it assumes ohmic conduction at fixed $T$, a uniform temperature and a constant $R_{th}$, and it does not carry over unchanged to devices with field-dependent conduction or a temperature-dependent $R_{th}$.

The boundaries satisfy $x=1$, or $E_a(T-T_0)=kT^2$. Dividing by $E_aT_0$,

$$\epsilon\theta^2-\theta+1=0,\qquad \theta_\pm=\frac{1\pm s}{2\epsilon},\qquad s=\sqrt{1-4\epsilon}. \tag{6}$$

The roots are real and distinct for $\epsilon<1/4$, in agreement with the condition above. Their sum is $1/\epsilon$, so $T_++T_-=E_a/k$.

By (4), $V$ rises from zero to a maximum $V_{th}$ at $T_-$ (threshold), falls to a minimum $V_h$ at $T_+$ (holding), and then rises without limit. A voltage between $V_h$ and $V_{th}$ is met once on each of the three monotonic pieces, and a voltage below $V_h$ or above $V_{th}$ is met once in all. With $I$ plotted against $V$ this is the S shape.

### (c) The onset

The condition $x=1$ at the lower root reads

$$\Delta T_{th}=\frac{kT_-^2}{E_a}, \tag{7}$$

with the device temperature on the right. The estimate replaces $T_-$ by $T_0$, and the ratio of exact to estimated rise is $\theta_-^2$. Multiplying numerator and denominator of $\theta_-$ by $1+s$ and using $1-s^2=4\epsilon$ gives $\theta_-=2/(1+s)$. For $0<\epsilon<1/4$ one has $0<s<1$, so $1<\theta_-<2$ and

$$1<\frac{\Delta T_{th}}{kT_0^2/E_a}<4 .$$

The estimate always lies below the exact rise. It is the limit $E_a\gg kT_0$, and the ratio approaches 4 at the edge of existence, where $\Delta T_{th}\to T_0$.

For the expansion, write (6) as $\theta=1+\epsilon\theta^2$ and insert $\theta_-=\sum_n c_n\epsilon^n$. Matching powers gives $c_0=1$ and $c_{n+1}=\sum_{i=0}^n c_ic_{n-i}$. Thus $c_1=1$, $c_2=1+1=2$, $c_3=2+1+2=5$, $c_4=5+2+2+5=14$, and

$$\frac{\Delta T_{th}}{T_0}=\epsilon+2\epsilon^2+5\epsilon^3+14\epsilon^4+\dots \tag{8}$$

The first term is $kT_0^2/E_a$ divided by $T_0$. The function $2/(1+s)$ is analytic up to the branch point of $s$ at $\epsilon=1/4$, so the series converges wherever NDR exists. All $c_n$ are positive, so every truncation lies below the exact value. The numerically located thresholds give these ratios:

| $E_a/kT_0$ | 4.2 | 5 | 8 | 20 | 30 |
|---|---|---|---|---|---|
| ratio | 2.70 | 1.91 | 1.37 | 1.11 | 1.07 |

The conductance gain follows from (1):

$$\ln\frac{G}{G_0}=\frac{E_a}{k}\left(\frac1{T_0}-\frac1T\right)=\frac{E_a\Delta T}{kTT_0}=x\,\theta .$$

At either turning point $x=1$, so $G/G_0=e^{\theta_\pm}$. At threshold this tends to Euler's number $e$ as $\epsilon\to0$. Inserting $\Delta T_{th}=T_0\epsilon\theta_-^2$ and $R=R_0e^{-\theta_-}$ into (3),

$$V_{th}^2=\frac{T_0R_0}{R_{th}}\,\epsilon\,\theta_-^2e^{-\theta_-}.$$

To first order $\theta_-^2=1+2\epsilon$ and $e^{-\theta_-}=e^{-1}(1-\epsilon)$, whose product is $e^{-1}(1+\epsilon)$. Therefore

$$V_{th}^2=\frac{kT_0^2R_0}{e\,E_aR_{th}}\left[1+\epsilon+O(\epsilon^2)\right]. \tag{9}$$

$R_0$ and $R_{th}$ set the voltage scale and do not enter the temperatures $T_\pm$.

### (d) Stability and load

The heat balance in time is

$$C\frac{dT}{dt}=P-\frac{T-T_0}{R_{th}},\qquad P=I^2R=\frac{V_s^2R}{(R+R_L)^2}.$$

At fixed $V_s$, $\ln P=\ln R-2\ln(R+R_L)+\text{const}$, so

$$\frac{d\ln P}{dT}=\frac{d\ln R}{dT}\left(1-\frac{2R}{R+R_L}\right)=-\frac{E_a}{kT^2}\,\frac{R_L-R}{R+R_L}.$$

At a steady state $P=\Delta T/R_{th}$, hence $dP/dT=(x/R_{th})(R-R_L)/(R+R_L)$. A small deviation obeys $C\,d(\delta T)/dt=(dP/dT-1/R_{th})\,\delta T$ and varies as $e^{\lambda t}$. With $\tau=R_{th}C$,

$$\lambda\tau=-1+x\,\frac{R-R_L}{R+R_L}. \tag{10}$$

Stability means $\lambda<0$. Multiplying by $R+R_L>0$ gives $x(R-R_L)<R+R_L$, which rearranges to $R(1-x)+R_L(1+x)>0$. Dividing by $1+x>0$ and using (5),

$$R_L+\frac{dV}{dI}>0. \tag{11}$$

Since $V_s=V+R_LI$, the left side is $dV_s/dI$: a state is stable exactly where the terminal curve has positive slope. Voltage bias ($R_L=0$) gives $\lambda\tau=x-1$, so the NDR branch is unstable. Current bias ($R_L\to\infty$) gives $\lambda\tau=-(1+x)$, stable everywhere. That statement belongs to the lumped model, in which the current cannot gather into a filament and no capacitance in parallel with the element adds a second variable.

Under voltage bias, let $V_{ss}(T)$ be the steady voltage in (3), so that $\Delta T/R_{th}=GV_{ss}^2$. Then $C\,dT/dt=G\,(V_s^2-V_{ss}^2)$. On $T_0\le T\le T_+$ the largest value of $V_{ss}$ is $V_{th}$. For $V_s>V_{th}$ the right side is positive on this whole range, and the temperature runs past $T_+$ to the upper branch.

The terminal curve turns where (11) becomes an equality,

$$R\,\frac{x-1}{x+1}=R_L. \tag{12}$$

The left side vanishes at $T_\pm$ and is positive between them. For $R_L$ below its maximum, (12) has solutions on both sides of that maximum, all inside $(T_-,T_+)$: the terminal threshold lies above $T_-$ and the terminal holding point below $T_+$. For $R_L$ above the maximum, $V_s(I)$ is monotonic.

### (e) The prefactor

A parabolic band has the density of states $D\sqrt E$, with $E$ measured from the edge and $D$ constant. The carrier density is

$$n=\int_0^\infty\frac{D\sqrt E\,dE}{e^{(E+E_a)/kT}+1}.$$

With $z=(E+E_a)/kT>0$, $1/(e^z+1)=e^{-z}-e^{-2z}+\dots$. The substitution $E=ukT/p$ gives $\int_0^\infty\sqrt E\,e^{-pE/kT}dE=\Gamma(\tfrac32)(kT/p)^{3/2}$, so

$$n=D\,\Gamma(\tfrac32)(kT)^{3/2}e^{-E_a/kT}\left[1-2^{-3/2}e^{-E_a/kT}+\dots\right].$$

The bracket tends to 1 in the nondegenerate regime $kT\ll E_a$. If the mobility varies as $T^{\,m-3/2}$, then $G\propto T^me^{-E_a/kT}$. Equation (1) is the case of a mobility falling as $T^{-3/2}$, and a constant mobility gives $m=3/2$. The condition $kT\ll E_a$ fails at the inflection of (b), where $E_a/kT=2$ and the leading correction is $2^{-3/2}e^{-2}\approx0.05$. It also fails at $T_+$: the roots of (6) have product $1/\epsilon$, so $E_a/kT_+=1/(\epsilon\theta_+)=\theta_-$ lies between 1 and 2, and the leading correction lies between 0.05 and $2^{-3/2}e^{-1}\approx0.13$. The holding point and the number 4 are properties of the law (1), and at those temperatures this band model supplies (1) only up to corrections of that size. With the full Fermi integral for $n$ and a mobility $\propto T^{-3/2}$, the critical ratio moves from 4 to about 4.16, and for the parameters of (f) $T_+$ moves from 3150 K to about 2850 K while $T_-$ stays at 331.6 K.

Now $d\ln G/dT=E_a/kT^2+m/T$, and (4), (5) hold with $x=\Delta T\,d\ln G/dT$. Let $a=1/\epsilon$ and $y=1/\theta$, $0<y\le1$. Since $\Delta T/T=1-y$ and $E_a/kT=ay$,

$$x=(1-y)(ay+m)=m+(a-m)y-ay^2 .$$

This is a concave parabola with $x=0$ at $y=1$ and $x\to m$ as $y\to0$. A concave function lies above the smaller of its end values, so $x\ge\min(0,m)>-1$ and $V(I)$ remains single valued. Setting $x=1$ and multiplying by $\theta^2$ gives $(1-m)\theta^2-(a-m)\theta+a=0$.

For $m>1$, $x$ goes from 0 to $m>1$, and by concavity it crosses 1 exactly once. NDR then occurs for every $E_a$ and has no holding point. Since $V^2\propto\Delta T\,R\sim T^{1-m}\to0$ at large $T$, there are two steady states for $V<V_{th}$ and none for $V>V_{th}$. For $m=1$, $x>1$ means $y<(a-1)/a$, which requires $a>1$. Beyond the threshold $V$ then falls to a finite limit $V_\infty$, so there is one state for $V\le V_\infty$, two for $V_\infty<V<V_{th}$ and none above $V_{th}$.

For $-1<m<1$ both end values are below 1, so NDR requires an interior maximum above 1. The vertex is at $y^*=(a-m)/2a$, which lies in $(0,1)$ when $a>m$ and $a>-m$. There

$$x_{\max}=m+\frac{(a-m)^2}{4a}=\frac{(a+m)^2}{4a}.$$

Because $a+m>0$, $x_{\max}>1$ means $a+m>2\sqrt a$, or $(\sqrt a-1)^2>1-m\equiv\sigma^2$ with $\sigma>0$. The branch $\sqrt a<1-\sigma$ needs $\sigma<1$ and gives $a<(1-\sigma)^2<(1-\sigma)(1+\sigma)=m$, contradicting $a>m$. The other branch has $a>1>|m|$ and is admissible:

$$\frac{E_a}{kT_0}>\left(1+\sqrt{1-m}\right)^2 .$$

Here $V^2\sim T^{1-m}$ grows without limit, so the count of states is that of (b). The critical values are 4.949, 4.000 and 2.914 for $m=-\tfrac12,\,0,\,\tfrac12$.

### (f) Numbers

At 300 K, $kT_0=0.025852$ eV and $4kT_0=0.1034$ eV. Thus $\epsilon=0.025852/0.30=0.08617$, $E_a/kT_0=11.6$ and $x_{\max}=2.90>1$: NDR exists.

*Threshold.* $s=0.80951$ and $\theta_-=2/(1+0.80951)=1.1053$, so $T_-=331.6$ K and $\Delta T_{th}=31.6$ K. The estimate is $300\text{ K}\times0.08617=25.9$ K. The exact rise is $1.1053^2=1.22$ times the estimate, an excess of 22% relative to the estimate. The partial sums of (8) are 25.85, 30.31, 31.27 and 31.50 K, against 31.58 K. Further,

$$G/G_0=e^{1.1053}=3.02,\qquad R=\frac{10^6\ \Omega}{3.02}=3.31\times10^5\ \Omega,\qquad P=\frac{31.58\text{ K}}{10^7\text{ K/W}}=3.16\ \mu\text{W},$$

$$V_{th}=\sqrt{PR}=\sqrt{3.158\times10^{-6}\times3.311\times10^{5}}\ \text{V}=1.023\text{ V},\qquad I=V_{th}/R=3.09\ \mu\text{A}.$$

Equation (9) gives 0.975 V at leading order and 1.016 V with the factor $1+\epsilon$.

*Holding.* $E_a/k=3481.4$ K, so $T_+=3481.4-331.6=3149.8$ K. There $R=27.6\ \Omega$ (with $1/G_\infty=9.12\ \Omega$), $V_h=0.0886$ V and $I=3.22\times10^3\ \mu$A. By (e) the activated law is outside its nondegenerate regime here, and constant $E_a$ and $R_{th}$ cannot be assumed over such a range. This point is formal, and so is the whole upper branch without load: at $V_s=1.01\,V_{th}$ its state lies near $1.2\times10^6$ K. With $R_L=10$ kΩ the state reached at $V_s=1.066$ V, just above the terminal threshold, lies at 552 K.

*A point on the NDR branch.* At 450 K, $x=3481.4\times(450-300)/450^2=2.579$ and $R=9.1248\ \Omega\times e^{3481.4/450}=2.09\times10^4\ \Omega$. From (5), $dV/dI=20897\times(1-2.5788)/(1+2.5788)\ \Omega=-9.22\times10^3\ \Omega$. Time integration of a small perturbation gives $\lambda\tau=+1.579$ without load and $-3.579$ with a load far larger than $R$, matching $x-1$ and $-(1+x)$.

*With the load.* The most negative $dV/dI$ is $-3.42\times10^4\ \Omega$, reached at 356 K. The load of $10^4\ \Omega$ is smaller than this magnitude, so the terminal curve keeps its S shape. The solutions of (12) on the two sides of 356 K are the threshold at 334.3 K, 3.36 μA, $V_s=1.055$ V and the holding point at 444.7 K, 25.1 μA, $V_s=0.827$ V. The threshold moves only from 331.6 to 334.3 K, because there $R_L/R$ is small and (12), written as $x=(R+R_L)/(R-R_L)$, still places $x$ near 1. The holding temperature falls from 3150 to 445 K, because that same form has no positive solution once $R$ drops below $R_L$, so the turning point must come while $R>R_L$. The state at 450 K lies just beyond it and is stable by (11), since $10^4\ \Omega$ exceeds $9.22\times10^3\ \Omega$.

*Prefactor.* Quadrature of the Fermi integral gives $d\ln n/dT=0.04368$ K$^{-1}$ at 300 K, equal at this precision to $E_a/kT_0^2+3/(2T_0)$. For $m=3/2$ the onset rise is 26.9 K in place of 31.6 K, since the term $m/T$ adds to $d\ln G/dT$ and $x$ reaches 1 at a smaller rise.

The numerical check below solves (2) for $T$ at imposed current, differentiates $V(I)$ numerically and integrates the thermal equation in time, and compares the outcomes with (5), (6), (8), (9), (10), (12) and the critical ratios of (e).

## Table of computed values

```
T0 = 300 K
Ea = 0.3 eV
R0 = 1e+06 ohm
Rth = 1e+07 K/W
kT0 = 0.025852 eV
4kT0 = 0.10341 eV
Ea/kT0 = 11.605
eps = 0.086173
sqrt(1-4eps) = 0.80951
Ea/k = 3481.4 K
largest x = Ea/4kT0 = 2.9011
R at infinite T = 9.1248 ohm
series coefficients of theta- in eps: [1, 1, 2, 5, 14]
rise, series to order 1 = 25.852 K
rise, series to order 2 = 30.308 K
rise, series to order 3 = 31.267 K
rise, series to order 4 = 31.499 K
theta- = 1.1053
threshold T = 331.58 K
exact rise = 31.581 K
exact rise/(kT0^2/Ea) = 1.2216
G/G0 at threshold = 3.02
R at threshold = 3.3112e+05 ohm
P at threshold = 3.1581 uW
V at threshold = 1.0226 V
I at threshold = 3.0883 uA
V threshold, leading order = 0.97521 V
V threshold, with (1+eps) = 1.0164 V
holding T = 3149.8 K
holding R = 27.557 ohm
holding V = 0.088618 V
holding I = 3215.8 uA
most negative dV/dI = -34174 ohm
  reached at T = 356.07 K
series Rs = 10000 ohm
terminal threshold: T = 334.28 K, I = 3.357 uA, V = 1.055 V
terminal holding: T = 444.67 K, I = 25.12 uA, V = 0.8271 V
at T = 450 K: x = 2.5788, R = 20897 ohm, dV/dI = -9218.5 ohm
  lambda*tau: voltage bias 1.5788, current bias -3.5788
Ea/kT0 = 4.2: rise/(kT0^2/Ea) = 2.6953
Ea/kT0 = 5: rise/(kT0^2/Ea) = 1.9098
Ea/kT0 = 6: rise/(kT0^2/Ea) = 1.6077
Ea/kT0 = 8: rise/(kT0^2/Ea) = 1.3726
Ea/kT0 = 11.6: rise/(kT0^2/Ea) = 1.2216
Ea/kT0 = 20: rise/(kT0^2/Ea) = 1.1146
Ea/kT0 = 30: rise/(kT0^2/Ea) = 1.0728
m = -0.5: critical Ea/kT0 = 4.94949
m = +0.0: critical Ea/kT0 = 4.00000
m = +0.5: critical Ea/kT0 = 2.91421
T/T0 of inflection at Ea = 4kT0 = 2
onset rise for m = 3/2 = 26.907 K
dln n/dT, quadrature = 0.043682 1/K
Ea/kT0^2 + 3/(2T0) = 0.043682 1/K
```
